# Why a Precursor Can Degrade as Liquid yet Survive as Vapour: verification in Python

```python
# RESULT UNDER TEST
# For A + A -> products the loss rate per molecule is Lambda = q*n, so
#   Lambda_liquid / Lambda_gas = (n_liquid*g_liquid) / (n_gas*g_gas)
# at equal temperature, for hard-sphere packing and equal intrinsic chemistry.
# n: number density; q: pair coefficient; g: contact density enhancement.
# q_gas = P*pi*d^2*v_rel*exp(-E0/kT); P: steric factor; d: contact diameter;
# E0: threshold energy; v_rel: mean relative speed.
# Fraction lost after time t: Lambda*t/(1 + Lambda*t).
# All internal quantities are SI unless a name or comment says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq

kB = const.k
eV = const.e
rng = np.random.default_rng(12345)

# Round model inputs
molar_mass = 0.400          # kg/mol
mass_density = 1300.0       # kg/m^3
diameter = 0.75e-9
barrier = 1.25 * eV
steric = 1.0e-3
T_store = 373.0
T_line = 393.0
T_hot = 573.0
pressure = const.torr
storage_time = 30 * const.day
line_time = 1.0
hot_time = 0.1
viscosity = 3.0e-3
uni_prefactor = 1.0e13
uni_barrier = 1.80 * eV
tube_diameter = 0.010
solvation_shift = 0.10 * eV
wall_loss_target = 0.01

mass = molar_mass / const.N_A
reduced_mass = mass / 2


def relative_speed(T):
    return np.sqrt(8 * kB * T / (np.pi * reduced_mass))


def gas_coefficient(T):
    area = np.pi * diameter**2
    return steric * area * relative_speed(T) * np.exp(-barrier / (kB * T))


def contact_enhancement(packing):
    return (1 - packing / 2) / (1 - packing)**3


def packing_fraction(n):
    return np.pi * n * diameter**3 / 6


def gas_density(T):
    return pressure / (kB * T)


def gas_loss_rate(T):
    n = gas_density(T)
    return n * gas_coefficient(T) * contact_enhancement(packing_fraction(n))


def fraction_lost(rate, time):
    return rate * time / (1 + rate * time)


def unimolecular_rate(T):
    return uni_prefactor * np.exp(-uni_barrier / (kB * T))


# Test: count energetic collisions of straight trajectories at two densities.
# Reduced units: box volume = particle mass = kT = 1.
def trajectory_rate(number, size, threshold, duration, repeats):
    first, second = np.triu_indices(number, 1)
    events = 0
    for _ in range(repeats):
        x = rng.random((number, 3))
        v = rng.normal(size=(number, 3))
        dr = x[first] - x[second]
        dr -= np.rint(dr)
        dv = v[first] - v[second]
        r2 = np.einsum('ij,ij->i', dr, dr)
        v2 = np.einsum('ij,ij->i', dv, dv)
        rv = np.einsum('ij,ij->i', dr, dv)
        disc = rv**2 - v2 * (r2 - size**2)
        possible = (r2 > size**2) & (rv < 0) & (disc > 0)
        root = np.sqrt(disc[possible])
        hit_time = (-rv[possible] - root) / v2[possible]
        normal_energy = root**2 / (4 * size**2)
        events += np.sum((hit_time < duration) & (normal_energy > threshold))
    return 2 * events / (number * duration * repeats)


trajectory_results = []
for number, repeats in ((500, 80), (1000, 20)):
    counted = trajectory_rate(number, 0.04, 1.0, 0.05, repeats)
    predicted = ((number - 1) * np.pi * 0.04**2
                 * np.sqrt(16 / np.pi) * np.exp(-1.0))
    trajectory_results.append(counted / predicted)
    # About 2000 events give a statistical error near 2 percent.
    assert abs(counted / predicted - 1) < 0.08


# Test: integrate the energy-dependent cross-section at a given temperature.
def quadrature_coefficient(T):
    scale = np.sqrt(kB * T / reduced_mass)
    start = np.sqrt(2 * barrier / (kB * T))

    def integrand(u):
        maxwell = np.sqrt(2 / np.pi) * u**2 * np.exp(-u**2 / 2)
        cross_section = np.pi * diameter**2 * (1 - start**2 / u**2)
        # Work in nm^2 to keep the integrand well scaled.
        return u * maxwell * cross_section * 1e18
    value = quad(integrand, start, start + 10, epsabs=0, epsrel=1e-9)[0]
    return steric * scale * value * 1e-18


for T in (T_store, T_line, T_hot):
    assert abs(quadrature_coefficient(T) / gas_coefficient(T) - 1) < 1e-6

# Test: exact pair-counting master equation against the second-order law.
initial_number = 400
states = np.arange(initial_number, -1, -2)
scaled_time = 1.0
pair_rates = states * (states - 1) / (2 * initial_number)
generator = np.diag(-pair_rates) + np.diag(pair_rates[:-1], -1)
probability = expm(generator * scaled_time)[:, 0]
master_survival = probability @ states / initial_number
law_survival = 1 - fraction_lost(1.0, scaled_time)
# Finite-number corrections are of relative order 1/initial_number.
assert abs(master_survival / law_survival - 1) < 0.01

# Liquid state
n_liquid = mass_density / mass
n_gas = gas_density(T_store)
packing = packing_fraction(n_liquid)
g_liquid = contact_enhancement(packing)
q_gas = gas_coefficient(T_store)
q_liquid = g_liquid * q_gas
rate_liquid = n_liquid * q_liquid
rate_gas = gas_loss_rate(T_store)
density_ratio = n_liquid / n_gas
rate_ratio = rate_liquid / rate_gas


# Test: hard-sphere Monte Carlo gives the contact density without using
# the analytic enhancement. The sphere diameter is one in this function.
def simulated_contact(packing_value):
    number = 108
    length = (number * np.pi / (6 * packing_value))**(1 / 3)
    basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
    cells = np.array(list(np.ndindex(3, 3, 3)))
    positions = (cells[:, None, :] + basis).reshape(-1, 3) * length / 3
    edges = np.linspace(1.0, 1.2, 11)
    counts = np.zeros(10)
    samples = 0
    first, second = np.triu_indices(number, 1)
    for sweep in range(2400):
        trials = rng.uniform(-0.1, 0.1, (number, 3))
        for index in range(number):
            new = positions[index] + trials[index]
            delta = positions - new
            delta -= length * np.rint(delta / length)
            r2 = np.einsum('ij,ij->i', delta, delta)
            r2[index] = 9.0
            if r2.min() >= 1.0:
                positions[index] = new
        if sweep >= 400 and sweep % 4 == 0:
            delta = positions[first] - positions[second]
            delta -= length * np.rint(delta / length)
            distance = np.sqrt(np.einsum('ij,ij->i', delta, delta))
            counts += np.histogram(distance, edges)[0]
            samples += 1
    shells = 4 * np.pi * (edges[1:]**3 - edges[:-1]**3) / 3
    radial = counts * length**3 / (samples * len(first) * shells)
    centres = (edges[1:] + edges[:-1]) / 2
    fit = np.polyfit(centres - 1, np.log(radial), 2)
    return np.exp(fit[-1])


g_simulated = simulated_contact(packing)
# Tolerance covers sampling, extrapolation to contact and finite box size.
assert abs(g_simulated / g_liquid - 1) < 0.08

# Test: radial diffusion with a partly reactive sphere, in reduced units.
activation_test = 7.0
outer = 1.0e4
solution = solve_ivp(lambda r, y: [y[1], -2 * y[1] / r], (1, outer),
                     [1, activation_test / (4 * np.pi)],
                     method='DOP853', rtol=1e-9, atol=1e-13)
assert solution.success
diffusion_numeric = activation_test / solution.y[0, -1]
diffusion_formula = 1 / (1 / activation_test + 1 / (4 * np.pi))
# The finite outer radius leaves an error of order 1/outer.
assert abs(diffusion_numeric / diffusion_formula - 1) < 3e-4
q_diffusion = 8 * kB * T_store / (3 * viscosity)
diffusion_correction = q_liquid / q_diffusion
assert diffusion_correction < 1e-6

# Test: one-sided thermal flux through a wall, with sqrt(kT/mass) = 1.
wall_flux = quad(lambda u: u * np.exp(-u*u/2) / np.sqrt(2*np.pi),
                 0, np.inf)[0]
assert abs(wall_flux - np.sqrt(8 / np.pi) / 4) < 1e-8
mean_speed_line = np.sqrt(8 * kB * T_line / (np.pi * mass))
wall_hits = mean_speed_line / tube_diameter
wall_probability = wall_loss_target / (wall_hits * line_time)

# Vapour temperature with the same bimolecular loss rate as the reservoir
T_cross = brentq(lambda T: np.log(gas_loss_rate(T) / rate_liquid),
                 T_store, 1000)
cross_rate = gas_density(T_cross) * quadrature_coefficient(T_cross)
# The quadrature side omits the tiny packing correction of the vapour.
assert abs(cross_rate / rate_liquid - 1) < 1e-4

loss_liquid = fraction_lost(rate_liquid, storage_time)
loss_gas_stored = fraction_lost(rate_gas, storage_time)
rate_line = gas_loss_rate(T_line)
rate_hot = gas_loss_rate(T_hot)
loss_line = fraction_lost(rate_line, line_time)
loss_hot = fraction_lost(rate_hot, hot_time)
uni_store = unimolecular_rate(T_store)
uni_line = unimolecular_rate(T_line)
uni_hot = unimolecular_rate(T_hot)
uni_loss_store = -np.expm1(-uni_store * storage_time)
uni_loss_line = -np.expm1(-uni_line * line_time)
uni_loss_hot = -np.expm1(-uni_hot * hot_time)
penalty = kB * T_store * np.log(rate_ratio)
solvation_factor = np.exp(solvation_shift / (kB * T_store))
assert loss_liquid > 0.01 and loss_gas_stored < 1e-4
assert rate_liquid > uni_store > rate_gas
assert uni_loss_hot > loss_hot


def show(label, value, unit='', digits=4):
    print(f'{label}: {value:.{digits}g} {unit}'.rstrip())


show('Molar mass', molar_mass * 1000, 'g/mol')
show('Liquid mass density', mass_density / 1000, 'g/cm3')
show('Contact diameter', diameter * 1e9, 'nm')
show('Bimolecular barrier', barrier / eV, 'eV')
show('Steric factor', steric)
show('Reservoir temperature', T_store, 'K')
show('Vapour pressure', pressure / const.torr, 'Torr')
show('Storage time', storage_time / const.day, 'days')
show('Storage time in seconds', storage_time, 's')
show('Liquid number density', n_liquid * 1e-6, 'cm^-3')
show('Vapour number density at 373 K', n_gas * 1e-6, 'cm^-3')
show('Density ratio liquid/vapour', density_ratio)
show('Mean relative speed at 373 K', relative_speed(T_store), 'm/s')
show('Threshold factor exp(-E0/kT)', np.exp(-barrier/(kB*T_store)))
show('Gas pair coefficient q', q_gas * 1e6, 'cm3/s')
show('Liquid packing fraction', packing)
show('Contact enhancement, formula', g_liquid)
show('Contact enhancement, simulation', g_simulated, digits=3)
show('Liquid pair coefficient q', q_liquid * 1e6, 'cm3/s')
show('Liquid loss rate', rate_liquid, 's^-1')
show('Vapour loss rate at 373 K', rate_gas, 's^-1')
show('Loss-rate ratio liquid/vapour', rate_ratio)
show('Liquid fraction lost in storage', loss_liquid)
show('Vapour fraction lost if stored as long', loss_gas_stored)
show('Line temperature', T_line, 'K')
show('Line transit time', line_time, 's')
show('Bimolecular vapour loss rate in line', rate_line, 's^-1')
show('Bimolecular fraction lost in line', loss_line)
show('Hot-zone temperature', T_hot, 'K')
show('Hot-zone time', hot_time, 's')
show('Bimolecular vapour loss rate in hot zone', rate_hot, 's^-1')
show('Bimolecular fraction lost in hot zone', loss_hot)
show('Vapour temperature for equal loss rates', T_cross, 'K')
show('Solvation penalty cancelling rate ratio', penalty / eV, 'eV')
show('Trial solvation shift', solvation_shift / eV, 'eV')
show('Rate factor for trial solvation shift', solvation_factor)
show('Liquid viscosity', viscosity * 1000, 'mPa s')
show('Diffusion-limited pair coefficient', q_diffusion * 1e6, 'cm3/s')
show('Activated/diffusion coefficient ratio', diffusion_correction)
show('Unimolecular prefactor', uni_prefactor, 's^-1')
show('Unimolecular barrier', uni_barrier / eV, 'eV')
show('Unimolecular rate at 373 K', uni_store, 's^-1')
show('Unimolecular fraction lost in storage', uni_loss_store)
show('Unimolecular fraction lost in line', uni_loss_line)
show('Unimolecular rate in hot zone', uni_hot, 's^-1')
show('Unimolecular fraction lost in hot zone', uni_loss_hot)
show('Tube diameter', tube_diameter * 1000, 'mm')
show('Wall hits per molecule in line', wall_hits, 's^-1')
show('Chosen wall-loss fraction', wall_loss_target)
show('Reaction probability per hit for that loss', wall_probability)
show('Trajectory/formula rate, low density', trajectory_results[0], digits=3)
show('Trajectory/formula rate, double density', trajectory_results[1], digits=3)
show('Master-equation survival at Lambda*t = 1', master_survival)
show('Second-order-law survival at Lambda*t = 1', law_survival)
print('finished without a failed check')
```

Output:

```
Molar mass: 400 g/mol
Liquid mass density: 1.3 g/cm3
Contact diameter: 0.75 nm
Bimolecular barrier: 1.25 eV
Steric factor: 0.001
Reservoir temperature: 373 K
Vapour pressure: 1 Torr
Storage time: 30 days
Storage time in seconds: 2.592e+06 s
Liquid number density: 1.957e+21 cm^-3
Vapour number density at 373 K: 2.589e+16 cm^-3
Density ratio liquid/vapour: 7.56e+04
Mean relative speed at 373 K: 198.7 m/s
Threshold factor exp(-E0/kT): 1.29e-17
Gas pair coefficient q: 4.531e-30 cm3/s
Liquid packing fraction: 0.4323
Contact enhancement, formula: 4.285
Contact enhancement, simulation: 4.28
Liquid pair coefficient q: 1.941e-29 cm3/s
Liquid loss rate: 3.8e-08 s^-1
Vapour loss rate at 373 K: 1.173e-13 s^-1
Loss-rate ratio liquid/vapour: 3.239e+05
Liquid fraction lost in storage: 0.08966
Vapour fraction lost if stored as long: 3.04e-07
Line temperature: 393 K
Line transit time: 1 s
Bimolecular vapour loss rate in line: 8.269e-13 s^-1
Bimolecular fraction lost in line: 8.269e-13
Hot-zone temperature: 573 K
Hot-zone time: 0.1 s
Bimolecular vapour loss rate in hot zone: 7.432e-08 s^-1
Bimolecular fraction lost in hot zone: 7.432e-09
Vapour temperature for equal loss rates: 557.9 K
Solvation penalty cancelling rate ratio: 0.4078 eV
Trial solvation shift: 0.1 eV
Rate factor for trial solvation shift: 22.45
Liquid viscosity: 3 mPa s
Diffusion-limited pair coefficient: 4.578e-12 cm3/s
Activated/diffusion coefficient ratio: 4.241e-18
Unimolecular prefactor: 1e+13 s^-1
Unimolecular barrier: 1.8 eV
Unimolecular rate at 373 K: 4.779e-12 s^-1
Unimolecular fraction lost in storage: 1.239e-05
Unimolecular fraction lost in line: 8.261e-11
Unimolecular rate in hot zone: 0.001473 s^-1
Unimolecular fraction lost in hot zone: 0.0001473
Tube diameter: 10 mm
Wall hits per molecule in line: 1.442e+04 s^-1
Chosen wall-loss fraction: 0.01
Reaction probability per hit for that loss: 6.933e-07
Trajectory/formula rate, low density: 0.997
Trajectory/formula rate, double density: 1
Master-equation survival at Lambda*t = 1: 0.5005
Second-order-law survival at Lambda*t = 1: 0.5
finished without a failed check
```
